\section*{Off-axis film thickness from a small cosine sputter source}

\section{The problem}

A small flat target is sputtered and faces a flat substrate parallel to it, at distance $h$. The axis is the common normal through the centre of the target, and $r$ is the distance from this axis measured along the substrate. What is the film thickness at $r=h$, one source distance off axis, as a fraction of the thickness at $r=0$?

The model is as follows. The target emits with the cosine law: the number of atoms per unit solid angle is proportional to $\cos\theta$, where $\theta$ is the angle from the axis. The source is so small compared with $h$ that it may be treated as a point with a definite normal. The atoms are neutral, so a magnetic field does not bend their paths, and they fly straight without striking gas atoms. Each atom stays where it lands, and the film has the same density everywhere.

As a numerical case, 20 mg of aluminium leaves the target, $h=100$ mm, and the film density is taken as 2.7 g/cm$^3$. Find the thickness at both places.

\section{A tempting solution}

The distance from the source to a substrate point is
\begin{equation}
d=\sqrt{h^2+r^2},\qquad \cos\theta=\frac{h}{d}.
\label{eq:geometry}
\end{equation}
The stream of atoms spreads out as $1/d^2$, and the source emits in proportion to $\cos\theta$. The thickness therefore seems to be
\begin{equation}
t_{\rm wrong}(r)\propto\frac{\cos\theta}{d^2}=\frac{h}{(h^2+r^2)^{3/2}} .
\label{eq:wrong}
\end{equation}
At $r=h$ the distance is $d=\sqrt2\,h$ and $\cos\theta=1/\sqrt2$, so that
\begin{equation}
\frac{t_{\rm wrong}(h)}{t_{\rm wrong}(0)}=\frac12\cdot\frac1{\sqrt2}\approx0.354 .
\end{equation}

\section{Where it fails}

Counting the atoms exposes the fault. Let $V$ be the volume of film that all the emitted atoms make. The fraction of atoms emitted into a solid angle $d\Omega$ is $C\cos\theta\,d\Omega$, and the fractions must add up to one over the hemisphere:
\begin{equation}
1=C\int_0^{\pi/2}2\pi\sin\theta\cos\theta\,d\theta
=C\pi\left[\sin^2\theta\right]_0^{\pi/2}=C\pi ,
\end{equation}
so $C=1/\pi$. With this constant, the tempting formula reads $t_{\rm wrong}=(V/\pi)\cos\theta/d^2$. Its integral over the infinite substrate is
\begin{align}
\int_0^\infty t_{\rm wrong}\,2\pi r\,dr
&=2Vh\int_0^\infty\frac{r\,dr}{(h^2+r^2)^{3/2}}\nonumber\\
&=2Vh\left[-\frac1{\sqrt{h^2+r^2}}\right]_0^\infty=2V .
\end{align}
The substrate would collect twice the material that was emitted.

The quantity $(V/\pi)\cos\theta/d^2$ is the volume arriving per unit area \emph{perpendicular to the flight path}. Film thickness is volume per unit area \emph{of the substrate}. Away from the axis the atoms arrive obliquely, and the same stream is spread over a larger piece of surface. The value 0.354 answers a different question: it is the ratio for a small plate at $r=h$ that has been turned to face the source.

\section{The right solution}

Take a small substrate patch of area $dA$. Its normal is parallel to the axis, so a ray that leaves the source at angle $\theta$ from the axis also meets the patch at angle $\theta$ from the patch normal. Seen from the source, the patch has the projected area $dA\cos\theta$, and it fills the solid angle
\begin{equation}
d\Omega=\frac{dA\cos\theta}{d^2}.
\end{equation}
The film volume received by the patch is $dV=(V/\pi)\cos\theta\,d\Omega$. Division by $dA$ gives the thickness:
\begin{equation}
t(r)=\frac{dV}{dA}=\frac{V}{\pi}\,\frac{\cos^2\theta}{d^2}
=\frac{V}{\pi}\,\frac{h^2}{d^4}
=\frac{Vh^2}{\pi(h^2+r^2)^2}.
\label{eq:thickness}
\end{equation}
One cosine belongs to the emission and the other to the tilt of the receiving surface. On the axis,
\begin{equation}
t(0)=\frac{V}{\pi h^2},\qquad
\frac{t(r)}{t(0)}=\frac{h^4}{(h^2+r^2)^2}
=\left[1+\left(\frac rh\right)^2\right]^{-2}.
\label{eq:profile}
\end{equation}
At $r=h$ this becomes
\begin{equation}
\frac{t(h)}{t(0)}=\frac1{(1+1)^2}
=\underbrace{\frac12}_{\text{distance}}\cdot
\underbrace{\frac1{\sqrt2}}_{\text{emission}}\cdot
\underbrace{\frac1{\sqrt2}}_{\text{patch tilt}}
=\frac14 .
\end{equation}

The material now balances. With $u=h^2+r^2$ and $du=2r\,dr$, the volume landing within radius $R$ is
\begin{align}
\int_0^R t(r)\,2\pi r\,dr
&=Vh^2\int_{h^2}^{h^2+R^2}\frac{du}{u^2}\nonumber\\
&=Vh^2\left(\frac1{h^2}-\frac1{h^2+R^2}\right)
=V\frac{R^2}{h^2+R^2}.
\end{align}
This tends to $V$ for large $R$. At $R=h$ it equals $V/2$: the circle on which the film has a quarter of its axial thickness encloses half of the material.

Two limits show the shape of the profile. For $r\ll h$, equation (\ref{eq:profile}) gives $t/t(0)\approx1-2r^2/h^2$, so the film is flat to first order in $r$ near the axis. For $r\gg h$ it gives $t/t(0)\approx(h/r)^4$. Two of these four powers come from distance and one from each cosine.

\section{The aluminium film}

Since 2.7 g/cm$^3$ is the same as 2.7 mg/mm$^3$, the film volume is
\begin{equation}
V=\frac{20}{2.7}\ {\rm mm^3}=7.407\ {\rm mm^3}.
\end{equation}
The axial thickness follows from equation (\ref{eq:profile}):
\begin{equation}
t(0)=\frac{7.407}{\pi(100)^2}\ {\rm mm}=236\ {\rm nm}\quad(2360\ \text{\AA}).
\end{equation}
At $r=100$ mm the thickness is a quarter of this, 59 nm (590 \AA). The same formula gives 209 nm at $r=25$ mm, 151 nm at 50 mm and 22 nm at 150 mm.

\section{When the ratio is no longer one quarter}

\subsection{Emission that is not a cosine}

Suppose that the emission per solid angle varies as $\cos^n\theta$. The patch tilt still supplies one cosine, and $1/d^2=\cos^2\theta/h^2$, so the thickness varies as $\cos^{n+3}\theta$. The normalization constant cancels in the ratio, which at $\theta=45^\circ$ is
\begin{equation}
\frac{t(h)}{t(0)}=2^{-(n+3)/2}.
\end{equation}
The cosine law, $n=1$, returns $1/4$. A broader emission with $n=0.8$ gives 0.268, and a narrower one with $n=1.2$ gives 0.233. These lie 7.2\% above and 6.7\% below one quarter.

An ion beam that strikes the target obliquely can also push the emission to one side. A simple model multiplies the cosine law by $1+b\sin\theta\cos\varphi$, where $\varphi$ is the azimuth measured from the favoured side and $|b|<1$. The added term vanishes on the axis, where $\sin\theta=0$, and it integrates to zero over $\varphi$, so the emitted total is unchanged. At $r=h$, where $\sin\theta=1/\sqrt2$, the ratios on the favoured and opposite sides are
\begin{equation}
\frac{t(h)}{t(0)}=\frac14\left(1\pm\frac b{\sqrt2}\right).
\end{equation}
For an assumed $b=0.2$ they are 0.285 and 0.215, a change of 14\% either way. If the substrate turns steadily about the axis through many revolutions, the average of $\cos\varphi$ is zero and, within this model, the ratio returns to $1/4$.

\subsection{A source of finite size}

Let the source be centred and symmetric about the axis. An element displaced by the vector $\mathbf s$ in the target plane deposits the profile (\ref{eq:thickness}) displaced by $\mathbf s$. Expanding to second order and averaging over the source gives
\begin{equation}
\bar t=t-\langle s_i\rangle\partial_i t
+\frac12\langle s_is_j\rangle\partial_i\partial_jt
=t+\frac{\langle s^2\rangle}{4}\nabla^2t,
\end{equation}
with repeated indices summed over the two directions in the plane. Symmetry makes $\langle s_i\rangle=0$ and $\langle s_is_j\rangle=\frac12\langle s^2\rangle\delta_{ij}$. From equation (\ref{eq:thickness}), with $D=h^2+r^2$,
\begin{align}
\nabla^2t
&=\frac1r\frac{d}{dr}\left(r\frac{dt}{dr}\right)
=\frac{Vh^2}{\pi}\,\frac1r\frac{d}{dr}\left(-\frac{4r^2}{D^3}\right)\nonumber\\
&=\frac{Vh^2}{\pi}\left(-\frac8{D^3}+\frac{24r^2}{D^4}\right).
\end{align}
Since $t=(Vh^2/\pi)D^{-2}$, division gives
\begin{equation}
\frac{\nabla^2t}{t}=-\frac8D+\frac{24r^2}{D^2}.
\end{equation}
This is $-8/h^2$ at $r=0$. At $r=h$, where $D=2h^2$, it is $-4/h^2+6/h^2=2/h^2$. With $\varepsilon=\langle s^2\rangle/h^2$, the ratio to first order in $\varepsilon$ is
\begin{equation}
\frac{\bar t(h)}{\bar t(0)}
=\frac14\,\frac{1+\varepsilon/2}{1-2\varepsilon}
\approx\frac14\left(1+\frac{5\varepsilon}{2}\right).
\label{eq:size}
\end{equation}
Spreading the source lowers the central peak and slightly raises the thickness at $r=h$.

For a uniform disc of radius $a$,
\begin{equation}
\langle s^2\rangle=\frac1{\pi a^2}\int_0^a s^2\,2\pi s\,ds=\frac{a^2}{2}.
\end{equation}
A sputtered spot with $a=10$ mm at $h=100$ mm has $\varepsilon=0.005$, and the ratio rises by 1.25\% to 0.253.

\subsection{Collisions with the gas}

Let $\lambda$ be the mean free path. The chance of a collision in a short step $dx$ is $dx/\lambda$, so the unscattered number obeys $dN/dx=-N/\lambda$, and a fraction $e^{-L/\lambda}$ survives a path of length $L$. The path is $h$ on the axis and $\sqrt2\,h$ at $r=h$. The ratio of \emph{unscattered} arrivals is therefore
\begin{equation}
\frac{F(h)}{F(0)}=\frac14
\exp\left[-\frac{(\sqrt2-1)h}{\lambda}\right],
\qquad \lambda=\frac{k_BT}{p\sigma},
\label{eq:gas}
\end{equation}
where $F$ is the unscattered volume received per unit substrate area, $p$ and $T$ are the gas pressure and temperature, and $\sigma$ is the collision cross-section. The formula for $\lambda$ treats the gas atoms as standing still. For a rough aluminium energy of 2 eV the atom moves at about 3800 m/s, against a mean speed of about 400 m/s for argon at 300 K, so this is a fair approximation before the first collision.

With a rough $\sigma=0.3$ nm$^2$ and argon at 0.1 mTorr, $\lambda$ is about 1040 mm. On the axis 9\% of the atoms are scattered, and the ratio (\ref{eq:gas}) is 0.240, which is 3.9\% below one quarter. This is not the full thickness ratio, because scattered atoms may also land on the substrate.

\section{Ion-beam and magnetron sputtering}

The pressure and spot size above are chosen with ion-beam sputtering in mind, for which a pressure near 0.1 mTorr is a rough typical value; the values of $n$ and $b$ are only illustrations. With the substrate facing the target on the axis, the beam has to arrive obliquely. The 10 mm spot is assumed to be small and round. A broader beam calls for a new value of $\varepsilon$, and a round beam that strikes obliquely leaves an elongated spot, for which the ratio also depends on the direction from the axis. Among the departures estimated here, the largest is the change of 14\% either way from oblique ion impact, but its size rests on the assumed $b$ and on the form of the model. With $b=0.2$ the emission peak leans only about $11^\circ$ from the axis, and no $|b|<1$ tilts it as far as $30^\circ$. A cosine lobe tilted by an angle $\alpha\le45^\circ$ gives $\frac14(1\pm\tan\alpha)$ on the two sides, which is 0.394 and 0.106 for $\alpha=30^\circ$, and an untilted $\cos^2\theta$ emission gives $2^{-5/2}=0.177$. A real source can therefore depart from one quarter by much more than 14\%, and its emission pattern has to be measured. Uneven sticking or film density would change the thickness ratio further.

A small magnetron at the same distance is a different case. Its magnetic field concentrates the sputtering in a ring, the racetrack. For a thin ring of radius 20 mm, $\langle s^2\rangle=(20\ {\rm mm})^2$ and $\varepsilon=0.04$, so the linearized form of equation (\ref{eq:size}) predicts a rise of 10\% (the fraction before it gives 10.9\%). Numerical averaging of equation (\ref{eq:thickness}) around the ring gives a ratio of 0.276, a rise of 10.3\%.

Collisions with the gas can no longer be treated as a small correction. At a rough working pressure of 3 mTorr, with the temperature, cross-section and distance unchanged, $\lambda$ falls to about 35 mm. Some 94\% of the atoms on the axial path are then scattered, and the unscattered ratio for a point source is only 0.075. Atoms that have changed direction on the way may supply much of the film, so neither 0.075 nor $1/4$ can be taken as its thickness ratio. That case needs a calculation of the scattered atoms as well. The one-quarter rule applies when the source is small, the emission is close to a cosine, and $\lambda$ is much longer than the flight path.
